# Growth exponents of nonlinear and linear development fronts in one dimension

A thin resist layer dissolves sideways, and the boundary between developer and resist is a line $h(x,t)$ that advances along $h$. Its rms width about the mean position is $W$. From a straight start $W\sim t^{\beta}$, until an edge of finite length $L$ saturates at $W\sim L^{\alpha}$. Correlations spread along the edge as $\xi\sim t^{1/z}$. We want $\alpha$, $z$ and $\beta$, and a way to tell a nonlinear front from a linearly relaxing one.

## (a) From dissolution to a front equation

**Question.** Resist dissolves along the local normal at rate $R$, raised by a factor $1+d\kappa$ on a front of curvature $\kappa$. The rate is frozen into grains of size $a$ with relative standard deviation $\delta$, and the film has thickness $F$. Find the equation for small slopes.

**Solution.** A front of slope $h_x$ that moves $R\,dt$ along its normal moves $R\,dt\sqrt{1+h_x^2}$ along $h$. With $\sqrt{1+h_x^2}\simeq1+h_x^2/2$ and $\kappa\simeq h_{xx}$, and with the constant drift $Rt$ subtracted from $h$,

$$h_t=\nu h_{xx}+\frac{\lambda}{2}h_x^2+\eta,\qquad \lambda=R,\quad \nu=Rd .$$

This is the Kardar-Parisi-Zhang (KPZ) equation. A bump has $h_{xx}<0$ and is slowed, so $\nu>0$ smooths.

If the front stays uniform through the film, it averages over $F/a$ grains, and the rate variance is $R^2\delta^2a/F$. A moving front meets new grains after a time $a/R$, so frozen disorder acts as noise that is short-ranged in time. On larger scales $\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t')$, where $2D$ is the variance times the correlation length and time:

$$2D=R^2\frac{\delta^2a}{F}\cdot a\cdot\frac aR=\frac{R\,\delta^2a^3}{F}.$$

This holds for weak disorder. If grains can stop the front, the replacement fails.

## (b) The roughness exponent

**Question.** Find the stationary statistics of the slope, and $\alpha$, for any $\lambda$.

**Solution.** Put the front on a ring of $N$ sites with unit spacing, $u_j=h_j-h_{j-1}$, and represent $h_x^2$ by $N_j=(u_j^2+u_ju_{j+1}+u_{j+1}^2)/3$. With $(\Delta u)_j=u_{j+1}-2u_j+u_{j-1}$,

$$\dot u_j=\nu(\Delta u)_j+F_j+\eta_j-\eta_{j-1},\qquad F_j=\frac\lambda2(N_j-N_{j-1}).$$

The noise differences have covariance $-2D\Delta_{ij}$, so the probability density $P$ obeys

$$\partial_tP=-\sum_i\partial_i\big[(\nu(\Delta u)_i+F_i)P\big]-D\sum_{ij}\Delta_{ij}\partial_i\partial_jP .$$

Try $P\propto\exp(-\sum_j u_j^2/2\chi)$. Since $\partial_jP=-u_jP/\chi$, the noise term is $+(D/\chi)\sum_i\partial_i[(\Delta u)_iP]$. It cancels the linear drift if $\chi=D/\nu$. The nonlinear part requires

$$\sum_i\partial_i(F_iP)=P\Big[\sum_i\partial_iF_i-\frac1\chi\sum_iu_iF_i\Big]=0 .$$

Both sums vanish on the ring:

$$\sum_j\partial_jF_j=\frac\lambda2\sum_j\frac{(2u_j+u_{j+1})-(u_{j-1}+2u_j)}3=\frac\lambda6\sum_j(u_{j+1}-u_{j-1})=0,$$

$$\sum_ju_jF_j=-\frac\lambda2\sum_jN_j(u_{j+1}-u_j)=-\frac\lambda6\sum_j(u_{j+1}^3-u_j^3)=0 .$$

Independent Gaussian slopes are therefore stationary for every $\lambda$. On a long line $\langle[h(x)-h(0)]^2\rangle=\chi|x|$.

On a closed ring $\sum_ju_j=0$ is conserved. Conditioning the Gaussian on it gives height differences over $r$ sites the variance $\chi r(1-r/N)$. Half the average over all pairs of sites is the squared width:

$$W^2=\frac{\chi}{2N}\sum_{r=0}^{N-1}r\Big(1-\frac rN\Big)=\frac\chi{2N}\Big[\frac{N(N-1)}2-\frac{(N-1)(2N-1)}6\Big]=\frac{\chi(N^2-1)}{12N}.$$

For large $N$ this grows as $N$, so $\alpha=1/2$ with or without the nonlinearity. The roughness exponent cannot distinguish the two fronts.

## (c) Tilt and the scaling relation

**Question.** Show how the equation responds to a tilt, and find $z$ if a scaling limit exists.

**Solution.** Let $h$ solve the KPZ equation and define

$$h'(x,t)=h(y,t)+sx+\tfrac12\lambda s^2t,\qquad y=x+\lambda st .$$

Then $h'_t=h_t+\lambda sh_y+\lambda s^2/2$, while $\frac\lambda2(h'_x)^2=\frac\lambda2h_y^2+\lambda sh_y+\lambda s^2/2$. The extra terms agree, and $h'$ solves the same equation with the noise evaluated at $y$, which has the same statistics. A mean slope $s$ thus raises the mean velocity by $\lambda s^2/2$, with the original $\lambda$: fluctuations do not change this coefficient.

Now view the front on larger scales, $h_b(x,t)=b^{-\alpha}h(bx,b^zt)$. Each time derivative brings $b^z$, each space derivative $b$, and the delta functions of the noise bring $b^{-1-z}$. The coefficients become

$$\nu_b=b^{z-2}\nu,\qquad \lambda_b=b^{\alpha+z-2}\lambda,\qquad D_b=b^{z-1-2\alpha}D .$$

Assume that a scaling limit exists in which the velocity still depends on tilt with a finite, nonzero coefficient. Then $\lambda_b$ must not change with $b$:

$$\alpha+z=2\quad\Rightarrow\quad z=\tfrac32 .$$

Here $\nu_b$ and $D_b$ both shrink as $b^{-1/2}$, but $\chi=D/\nu$ is kept, as (b) demands. For $\lambda=0$, constant $\nu_b$ gives $z=2$, and constant $D_b$ again gives $\alpha=1/2$. The existence of the limit is an assumption, so the next part reaches the dynamics by another route.

## (d) When does linear relaxation fail?

**Question.** Let $S(x,t)=\langle u(x,t)u(0,0)\rangle$ in the stationary state, with $u=h_x$, and $M(t)=\chi^{-1}\int x^2S\,dx$. Find an identity for $M''$ and the time at which the nonlinearity overtakes diffusion.

**Solution.** Continuum notation stands for the long-wavelength form of the lattice in (b). Later noise is independent of $u(0,0)$, so with $C(x,t)=\langle u^2(x,t)u(0,0)\rangle$,

$$S_t=\nu S_{xx}+\frac\lambda2C_x .$$

The integral $\int S\,dx=\chi$ is conserved. Multiplying by $x^2$ and integrating by parts gives $\chi M'=2\nu\chi-\lambda\int xC\,dx$.

For $C_t$ we move the time derivative onto the earlier factor. The evolution operator for averages of functions of the slopes has two parts. The linear part with noise, $L_s=\sum_i\nu(\Delta u)_i\partial_i-D\sum_{ij}\Delta_{ij}\partial_i\partial_j$, obeys, after one integration by parts,

$$\int Pf\,L_sg=D\sum_{ij}\Delta_{ij}\int P\,(\partial_if)(\partial_jg),$$

which is symmetric in $f$ and $g$. The part $L_a=\sum_iF_i\partial_i$ is antisymmetric, because $\sum_i\partial_i(F_iP)=0$. Acting on the earlier factor, the dynamics therefore has $\lambda\to-\lambda$. With the earlier slope at position $y$, its derivative is $\nu u_{yy}-\frac\lambda2\partial_yu^2$. Correlations depend on $x-y$, so $\partial_y=-\partial_x$ and

$$C_t=\nu C_{xx}+\frac\lambda2G_x,\qquad G=\langle u^2(x,t)u^2(0,0)\rangle-\langle u^2\rangle^2 .$$

Hence $\frac{d}{dt}\int xC\,dx=-\frac\lambda2\int G\,dx$, and

$$M''=\frac{\lambda^2}{2\chi}\int G\,dx,\qquad M'(0)=2\nu .$$

The initial value follows because $C(x,0)$ is an odd Gaussian moment and vanishes.

To order $\lambda^2$ we may evaluate $G$ at $\lambda=0$, where $u$ is Gaussian and $G=2S_0^2$ with $S_0=\chi e^{-x^2/4\nu t}/\sqrt{4\pi\nu t}$. Then

$$\int S_0^2dx=\frac{\chi^2}{4\pi\nu t}\sqrt{2\pi\nu t}=\frac{\chi^2}{\sqrt{8\pi\nu t}},\qquad M''=\frac{\lambda^2\chi}{\sqrt{8\pi\nu t}} .$$

Two integrations give

$$M=2\nu t+\frac43\frac{\lambda^2\chi\,t^{3/2}}{\sqrt{8\pi\nu}} .$$

On an unlimited line the second term eventually wins, however small a nonzero $\lambda$ is. A finite edge can relax linearly before that, since its slowest mode decays within a time of about $L^2/(4\pi^2\nu)$. Equating the terms gives $\sqrt{t_c}=\frac32\nu\sqrt{8\pi\nu}/(\lambda^2\chi)$, so

$$t_c=\frac{18\pi\nu^3}{\lambda^4\chi^2} .$$

At $t_c$ the expansion itself ceases to be reliable, so this is a scale and not a sharp boundary. As a test of the weak-coupling law, the lattice dynamics, kept to the order in $\lambda$ that this law needs, was evolved on 48 sites with $\nu=\chi=1$ and $\lambda=0.1$. At $t=7$ it gave $M''/\lambda^2=0.0749$, against $0.0754$ from the formula.

## (e) The growth exponents

**Question.** Find how $M$ grows beyond $t_c$, and $\beta$ for both fronts.

**Solution.** Keep the factorization $G\simeq2S^2$, now as an approximation, with a Gaussian $S$ of variance $M$. Then $\int S^2dx=\chi^2/(2\sqrt{\pi M})$ and

$$M''=\frac{\lambda^2\chi}{2\sqrt{\pi M}} .$$

Insert $M=Kt^{4/3}$. The left side is $\frac49Kt^{-2/3}$ and the right side is proportional to $K^{-1/2}t^{-2/3}$, so the power is consistent and $K^{3/2}=9\lambda^2\chi/(8\sqrt\pi)$. Thus $\xi=\sqrt M\sim t^{2/3}$, which is $z=3/2$ again.

To pass to heights, let $H(x)=h(x,t)-h(x,0)$ with its mean removed. For two points a large distance $X$ apart, $H(0)$ and $H(X)$ are taken as independent, so their difference has variance $2\langle H^2\rangle$. That difference is also the integral of $u(y,t)-u(y,0)$ over $0<y<X$. Equal-time correlations contribute $2\chi X$ and unequal-time ones $-2\int(X-|r|)S(r,t)\,dr$. Since $\int S\,dr=\chi$, the terms in $X$ cancel:

$$\langle H^2\rangle=\int|r|S(r,t)\,dr\simeq\chi\sqrt{\frac{2M}\pi}\sim t^{2/3}.$$

The rms change grows as $t^{1/3}$. A straight front has roughened only up to the scale $\xi$, so by scaling $W\sim\xi^{\alpha}\sim t^{\alpha/z}$ and

$$\beta=\frac{1/2}{3/2}=\frac13 .$$

For $\lambda=0$ each Fourier mode is forced by noise and decays at rate $\nu k^2$. From a straight start

$$W^2=2D\int\frac{dk}{2\pi}\int_0^te^{-2\nu k^2s}ds=2D\int_0^t\frac{ds}{\sqrt{8\pi\nu s}}=\chi\sqrt{\frac{2\nu t}\pi},$$

so $\beta=1/4$. Time dependence separates the fronts: $1/3$ against $1/4$. The value $1/3$ rests here on scaling or on the factorization, not on a rigorous proof.

## (f) Does frozen disorder give the same distinction?

**Question.** Let each cell of a resist have one fixed, random dissolution time $w$. It starts to dissolve when both neighbours ahead of it are gone. Compare this with a linear rule that uses the same cells.

**Solution.** The removal times $T_n(i)$ in layer $n$ obey

$$T_{n+1}(i)=\max[T_n(i),T_n(i+1)]+w .$$

Since $\max(p,q)=\frac12(p+q)+\frac12|p-q|$, the rule is a linear average plus an even function of the slope. Dropping the second term leaves the linear rule. There a cell $k$ layers back enters with weight $\binom kj2^{-k}$. For unit variance of $w$ the squared weights sum to

$$\mathrm{Var}\,T_n=\sum_{k=0}^{n-1}4^{-k}\binom{2k}{k}\simeq\sum_k\frac1{\sqrt{\pi k}}\simeq2\sqrt{\frac n\pi},$$

so the spread grows as $n^{1/4}$. For the maximum rule we rely on simulation. With exponentially distributed $w$, 100,000 cells per layer and the same cells in both cases, the exponents between layers 100 and 1000 were 0.34 for the maximum and 0.25 for the mean. In this model the slope-dependent term alone makes the difference. A slope delays removal here, so the nonlinear coefficient is negative, opposite to $\lambda=R$ in (a). Replacing $h$ by $-h$ reverses the sign of $\lambda$ and leaves the exponents unchanged.

## (g) A lift-off underlayer

**Question.** An underlayer beneath an imaging resist dissolves sideways with $R=20$ nm/s, $F=60$ nm, $a=20$ nm, $\delta=0.25$ and $d=2$ nm. In a model with one site per grain, can the two growth laws be told apart over 10 µm?

**Solution.** The coefficients are $\nu=20\times2=40$ nm²/s and

$$2D=\frac{20\times0.25^2\times20^3}{60}=166.7\ \text{nm}^3/\text{s},\qquad \chi=\frac{83.33}{40}=2.083\ \text{nm}.$$

With $\lambda=R$ and $\nu=Rd$, the crossover distance is

$$Rt_c=\frac{18\pi d^3}{\chi^2}=\frac{18\pi\times8}{2.083^2}=104\ \text{nm}.$$

Over this travel linear smoothing spreads a disturbance by only about $\sqrt{2d\,Rt_c}=20$ nm, which is one grain. If the noise is taken as white down to the grain, there is therefore no separate linear stage on larger scales. This uses the white-noise formula at its limit. Real noise is correlated across a grain, where the slope term already acts, and this can lower the large-scale $\chi$ of the nonlinear front below $D/\nu$. The simulations here have one site per grain and do not resolve that effect, so they describe the lattice model and do not predict the width of a real resist edge. With 48,000 sites and the same noise for both fronts they gave:

| travel (µm) | $W$, KPZ (nm) | $W$, linear (nm) |
|---|---|---|
| 1 | 10.1 | 8.6 |
| 2 | 13.0 | 10.3 |
| 4 | 16.5 | 12.3 |
| 10 | 22.5 | 15.7 |

Between 1 and 10 µm the exponents are $\log_{10}(22.46/10.13)=0.346$ and $\log_{10}(15.73/8.57)=0.26$. The linear formula gives 15.3 nm at 10 µm; the simulated value lies 2.6 percent above it, which accounts for most of the excess over $1/4$. This excess is mainly sampling noise: the exact mode sum of the linear lattice gives 15.3 nm and an exponent of 0.251. All simulated values come from one run. At 10 µm the sampling error is about 2 percent for the nonlinear width and 1 percent for the linear one, or about 0.01 and 0.005 in the exponents, and halving the time step lowers the nonlinear widths by about 0.6 percent. A front started in the stationary state gave 0.324. Its rms change at 10 µm was 29.4 nm, against 29.3 nm from the factorized equation with $M'(0)=2\nu$. One run does not show that the approximation is generally this accurate.

In this lattice model the two widths at 1 µm differ by only 18 percent of the linear one, which an error of about 40 percent in $D$ could hide, since the linear width grows as $\sqrt D$. The growth over a decade of travel is the better evidence. The edge must also be long: the estimated correlation length at 10 µm is about 0.5 µm. For the nonlinear front an edge of 50 µm then holds at most about 100 independent stretches, so its width is uncertain by at least $1/\sqrt{200}$, or 7 percent, and the exponent over a decade by at least 0.03. For the linear front the figures are about 4 percent and 0.02. That is a good part of the gap of 0.08 between the two laws. The simulated edge is 960 µm long; shorter edges need averaging over many samples. A closed 640 nm edge saturates at 10.5 nm for both fronts, as (b) requires.

Lift-off underlayers are a real case in which a line-shaped front travels micrometres, though 10 µm is beyond a usual undercut: by a rough cantilever estimate (modulus 4 GPa, water), capillary pressure on drying pulls a 1 µm thick resist overhang across a 60 nm gap at a length of about 3 µm, so a full decade of travel would need a much thicker or rigid cover. The parameters are rough, and $a$, $\delta$ and $d$ would have to be measured for a given polymer. The grain size and the smoothing length matter most: since $\chi=\delta^2a^3/(2Fd)$, the crossover distance scales as $d^5F^2/(\delta^4a^6)$, and doubling $d$ alone moves it from 0.10 to 3.3 µm.

The most strained assumption is that the noise is uncorrelated down to the grain. A front resolved within the grains may have a smaller nonlinear width than the table gives, and the two growth laws would then be harder to tell apart; this was not simulated here. Weak disorder is strained too. Frozen columns with $\delta=0.25$ gave a variance 12 percent above the formula for $D$. As $W\propto\chi^{2/3}$ in the KPZ regime, this raises $W$ by about 8 percent. At the grain scale the full slope term, averaged over the stationary slopes, is 6 percent smaller than the quadratic one. Its second derivative with respect to an added tilt, $R\langle(1+u^2)^{-3/2}\rangle$, plays the part of $\lambda$ and is about 12 percent below $R$. Linear smoothing alone evens out differences through the film over $F^2/(\pi^2d)=182$ nm of travel, well below 1 µm. If dissolution consumes 5 mol/L of base, supplied at 0.26 mol/L with diffusivity $10^9$ nm²/s, the developer concentration at the front falls by 0.4 percent at 10 µm. Swelling and poor adhesion are not included and could change the front more.

With these parameters, an edge that moves only a few tens of nanometres stays below the crossover distance. Within the first grain the rates are still frozen, so the width of either front grows almost as fast as the travel, with an exponent of about 0.7 to 0.9 when the front is resolved within the grains. Over the next few grains the exponent of both fronts falls through values near $1/3$. A measured exponent different from $1/3$ there would not show that the front is linear, and one close to $1/3$ would not show that it is nonlinear. If correlations within the grains lower $\chi$, the crossover lies at a longer travel than estimated here, and the same caution applies further out. The remaining values are in the numerical output.

## Computed values

```
dissolution rate = 20.0 nm/s; film = 60 nm
grain = 20 nm; rate spread = 0.25
smoothing length = 2.0 nm
nu = 40.0 nm^2/s; D = 83.33 nm^3/s
chi = D/nu = 2.083 nm
height unit = 6.455 nm; time unit = 10.00 s
scaled coupling g = 3.227 (dimensionless)
crossover time = 5.21 s
crossover distance = 104.2 nm
Huygens advance at slope 0.2 = 1.01980 (flat = 1)
column variance / prediction, spread 0.05 = 0.997
column variance / prediction, example = 1.118
M''/g^2 at scaled time 7: generator = 0.07485
M''/g^2 at scaled time 7: formula = 0.07539
travel  1.0 um (50 s): W nonlinear = 10.13 nm, linear = 8.57 nm
   linear formula W = 8.62 nm
travel  2.0 um (100 s): W nonlinear = 12.99 nm, linear = 10.33 nm
   linear formula W = 10.25 nm
travel  4.0 um (200 s): W nonlinear = 16.53 nm, linear = 12.25 nm
   linear formula W = 12.19 nm
travel 10.0 um (500 s): W nonlinear = 22.46 nm, linear = 15.73 nm
   linear formula W = 15.33 nm
growth exponent 1-10 um, nonlinear flat start = 0.346
growth exponent 1-10 um, nonlinear stationary = 0.324
growth exponent 1-10 um, linear = 0.263
stationary start, 10 um: rms change simulated = 29.42 nm
stationary start, 10 um: rms change closure = 29.27 nm
correlation length at 10 um (closure) = 515 nm
edge 160 nm: saturated W nonlinear = 5.27 nm, linear = 5.23 nm
edge 640 nm: saturated W nonlinear = 10.53 nm, linear = 10.54 nm
roughness exponent of nonlinear front = 0.500
frozen cells, layers 100-1000: exponent maximum rule = 0.341
frozen cells, layers 100-1000: exponent mean rule = 0.252
rms slope at grain scale = 0.323
slope term overestimated by 6.4 percent
travel to even out the film thickness = 182 nm
base consumed = 5.0 mol/L; supplied = 0.26 mol/L
developer diffusivity = 1.0e+09 nm^2/s
developer depletion at 10 um = 0.38 percent
```
